# Thermal runaway of a suspended wire at fixed current

## Result and range of validity

A suspended wire of length \(L\) and cross-section \(A\) carries a fixed current \(I\). Its ends are held at ambient temperature \(T_0\), and its resistance at ambient is \(R_0\). If the resistivity rises linearly with temperature, with coefficient \(\beta>0\), and the thermal conductivity \(k\) is constant, the behaviour is governed by

\[
\lambda=\frac{I^2R_0\beta L}{kA}.
\]

For \(\lambda<\pi^2\) there is one steady state, and the wire approaches it from any initial temperature profile. For \(\lambda\ge\pi^2\) there is no steady state with positive resistivity along the whole wire. A wire switched on at ambient then heats without limit within the model. The critical current is

\[
I_c=\pi\sqrt{\frac{kA}{R_0\beta L}} .
\]

The condition of positive resistivity is needed because the steady equation can have formal solutions above the threshold. They contain regions of negative resistivity and do not describe the wire.

Both \(R_0\) and \(\beta\) refer to ambient temperature. Their product is the slope \(dR/dT\) of the resistance of a uniformly heated wire, so that

\[
I_c=\pi\sqrt{\frac{kA/L}{dR/dT}} .
\]

The threshold therefore compares two measurable quantities: the thermal conductance of the wire and the slope of its resistance.

## Heat balance

Let \(x\) run along the wire and let \(\theta(x,t)\) be the temperature rise above ambient. The sides are insulated and the temperature is uniform over each cross-section. The local resistivity is \(\rho_0(1+\beta\theta)\), with \(R_0=\rho_0L/A\). The Joule heat per unit length is \(I^2\rho_0(1+\beta\theta)/A\), or \((I^2R_0/L)(1+\beta\theta)\). With heat capacity \(C\) per unit volume, energy conservation gives

\[
CA\,\theta_t=kA\,\theta_{xx}+\frac{I^2R_0}{L}(1+\beta\theta),
\qquad \theta(0,t)=\theta(L,t)=0 .
\]

Define the position \(s=x/L\), the time unit \(\tau=CL^2/k\), and the relative resistivity \(w=1+\beta\theta\). Multiplying the balance by \(\beta L^2/(kA)\) turns the heating term into \(\lambda w\). From here on, \(t\) is measured in units of \(\tau\):

\[
w_t=w_{ss}+\lambda w,\qquad w(0,t)=w(1,t)=1 .
\]

The term \(\lambda w\) contains the feedback: a hotter section has a higher resistivity and, at fixed current, produces more heat. Conduction to the ends opposes it.

## Steady state below the threshold

Put \(q=\sqrt\lambda\). The steady equation \(w''+q^2w=0\) has sine and cosine solutions. For \(0<q<\pi\), the equal end values select the cosine centred on the wire, and \(w=1\) at the ends fixes its amplitude:

\[
w(s)=\frac{\cos[q(s-\tfrac12)]}{\cos(q/2)} .
\]

The argument of the numerator lies between \(-q/2\) and \(q/2\), where the cosine is positive. The resistivity is therefore positive everywhere. The maximum is at the middle:

\[
\theta_{\max}=\frac1\beta\left[\frac1{\cos(q/2)}-1\right].
\]

As \(q\) approaches \(\pi\), \(\cos(q/2)=\sin[(\pi-q)/2]\) approaches \((\pi-q)/2\). Since \(q=\pi I/I_c\), the leading behaviour is

\[
\theta_{\max}\simeq\frac{2}{\pi\beta(1-I/I_c)} .
\]

The rise diverges as the inverse distance from the critical current.

To find the current allowed by a chosen temperature limit, solve the expression for \(\theta_{\max}\) for \(q\):

\[
\frac{I}{I_c}=\frac2\pi\arccos\frac1{1+\beta\theta_{\max}} .
\]

For \(\theta_{\max}=1/\beta\) the arccosine is \(\pi/3\), and the current is two thirds of \(I_c\). A device with a finite temperature limit must therefore stay below \(I_c\) by a margin that this formula sets within the model.

## Resistance and extraction of conductivity

The total resistance is \(R_0\) times the mean of \(w\). Since

\[
\int_0^1\cos[q(s-\tfrac12)]\,ds=\frac{2}{q}\sin\frac q2,
\]

division by \(\cos(q/2)\) gives

\[
\frac{R}{R_0}=\frac{\tan(q/2)}{q/2}.
\]

For small \(y=q/2\), \(\tan y=y+y^3/3+2y^5/15+\cdots\). Dividing by \(y\) and inserting \(y^2=\lambda/4\),

\[
\frac R{R_0}=1+\frac{\lambda}{12}+\frac{\lambda^2}{120}+\cdots .
\]

If the first-order term alone is used to extract conductivity, the result is

\[
k_{\rm app}=\frac{I^2R_0\beta L}{12A(R/R_0-1)}
=k\,\frac{\lambda/12}{R/R_0-1}
\simeq k\left(1-\frac\lambda{10}\right).
\]

The apparent conductivity is too low because the feedback adds resistance that the first-order formula assigns to poor conduction. The remedy within this model is to solve the tangent formula numerically for \(q\) in \(0<q<\pi\), using the measured \(R/R_0\), and then to set

\[
k=\frac{I^2R_0\beta L}{Aq^2}.
\]

## No physical steady state at or above the threshold

The divergence of one solution does not by itself exclude other states. A weighted integral does. Let

\[
M=\int_0^1w(s)\sin(\pi s)\,ds .
\]

The weight is positive inside the wire and zero at its ends. Integrating by parts once, with the boundary term zero,

\[
\int_0^1w''\sin(\pi s)\,ds=-\pi\int_0^1w'\cos(\pi s)\,ds .
\]

A second integration gives

\[
-\pi\big[w\cos(\pi s)\big]_0^1-\pi^2M=2\pi-\pi^2M,
\]

because the bracket equals \(-1-1=-2\). Every steady solution must therefore satisfy

\[
2\pi+(\lambda-\pi^2)M=0 .
\]

A positive resistivity requires \(M>0\). For \(\lambda\ge\pi^2\) the left side would then be positive, which is a contradiction. At \(\lambda=\pi^2\) the condition reads \(2\pi=0\), so even a formal solution is absent.

For example, the cosine formula at \(\lambda=1.5\pi^2\) gives \(w=-2.89\) at the middle. A linear solver can return this profile as a regular numerical solution. An implementation should therefore test \(\lambda<\pi^2\) before accepting a steady result.

If \(\beta<0\), the feedback is reversed. With \(p=\sqrt{-\lambda}\), the solution is \(w=\cosh[p(s-\frac12)]/\cosh(p/2)\), which is positive for every current. The runaway described here needs a resistance that rises with temperature.

## Time dependence

Applying the same weight to the time-dependent equation gives

\[
\frac{dM}{dt}=2\pi+(\lambda-\pi^2)M .
\]

At ambient \(w=1\), so \(M(0)=2/\pi\). At the threshold,

\[
M(t)=\frac2\pi+2\pi t .
\]

Away from it,

\[
M(t)=M_*+\left(\frac2\pi-M_*\right)e^{(\lambda-\pi^2)t},
\qquad M_*=\frac{2\pi}{\pi^2-\lambda}.
\]

Above the threshold \(M_*\) is negative, the bracket is positive, and \(M\) grows exponentially. Since \(M\le(2/\pi)\max w\), the peak temperature must also grow without limit.

Below the threshold, let \(v\) be the deviation from the steady profile. It satisfies \(v_t=v_{ss}+\lambda v\) with \(v=0\) at both ends. Its component along \(\sin(n\pi s)\), \(n=1,2,\ldots\), varies as \(e^{-(n^2\pi^2-\lambda)t}\). All components decay, which proves both uniqueness and stability. The slowest settling time is

\[
t_{\rm settle}=\frac{\tau}{\pi^2-\lambda},
\]

which grows as the threshold is approached. A measurement that waits a fixed number of \(\tau\) becomes less well settled as the current is raised.

The temperature at a given time follows from a sine series. For a start at ambient, write \(w-1=\sum_n a_n\sin(n\pi s)\). The constant 1 has coefficients \(4/(n\pi)\) for odd \(n\) and zero for even \(n\). Hence, for odd \(n\),

\[
\dot a_n=(\lambda-n^2\pi^2)a_n+\frac{4\lambda}{n\pi},
\qquad
a_n=\frac{4\lambda}{n\pi}\,
\frac{e^{(\lambda-n^2\pi^2)t}-1}{\lambda-n^2\pi^2}.
\]

If a denominator vanishes, the last fraction is replaced by its limit \(t\).

## Fixed voltage

The definition of \(\lambda\) gives \(I=q\sqrt{kA/(R_0\beta L)}\). Multiplying by \(R=2R_0\tan(q/2)/q\) and using \(R_0A/L=\rho_0\),

\[
V=2\sqrt{\frac{k\rho_0}{\beta}}\,\tan\frac q2 .
\]

As \(q\) runs from 0 to \(\pi\), \(V\) runs from zero to infinity. A steady state thus exists at every voltage, while its current approaches \(I_c\) from below. The absence of a steady state is a property of current bias. The stability calculation above also holds at fixed current and does not establish stability at fixed voltage.

## Worked example

The parameters are round values in the rough regime of a suspended evaporated-metal heater-thermometer in vacuum. The wire is 10 µm long, 200 nm wide and 50 nm thick. It has \(k=30\) W/(m K), ambient resistivity 25 µΩ cm, \(\beta=0.002\) K\(^{-1}\), \(C=3\) J/(cm³ K) and \(T_0=300\) K.

The cross-section is \(10^{-14}\) m², which gives \(R_0=250\) Ω. The thermal conductance is \(kA/L=30\) nW/K, and the resistance slope is \(250\times0.002=0.5\) Ω/K. Therefore

\[
I_c=\pi\sqrt{\frac{30\times10^{-9}}{0.5}}\ {\rm A}=0.770\ {\rm mA}.
\]

The corresponding current density is 7.7 MA/cm².

At an operating current of 0.2 mA,

\[
\lambda=\frac{(2\times10^{-4})^2\times0.5}{30\times10^{-9}}=0.667,
\qquad q=0.8165 .
\]

The peak rise is \(500[1/\cos(0.4082)-1]=44.8\) K. The resistance ratio is 1.0595, and the voltage is \(0.2\ {\rm mA}\times250\ \Omega\times1.0595=53.0\) mV. The first-order extraction gives

\[
k_{\rm app}=30\times\frac{0.6667/12}{0.0595}=28\ {\rm W/(m\,K)},
\]

about 7% below the value put into the model. The current is only 26% of critical, yet the feedback already matters for a conductivity measurement of a few per cent accuracy.

The approach to the threshold is as follows.

| \(I/I_c\) | Peak rise (K) | \(R/R_0\) |
|---|---:|---:|
| 0.50 | 207 | 1.27 |
| 0.90 | 2700 | 4.47 |
| 0.99 | 31,000 | 40.9 |

The last two rows show the mathematical divergence and are not predictions for a metal film. A rise of 500 K is already reached at 0.513 mA, two thirds of \(I_c\).

The time unit is \(\tau=10\) µs. At \(1.1I_c\), \(\lambda=1.21\pi^2\), and the exponential growth time is \(\tau/(0.21\pi^2)=4.8\) µs. Solving the sine series numerically for the middle temperature gives a rise of 500 K after only 0.65 µs. The growth time is therefore a poor estimate of the time available to switch off the current. The early heating at the middle of the wire is nearly local: without conduction, \(w=e^{\lambda t}\) doubles after \(\tau\ln2/\lambda=0.58\) µs, close to the full result.

## Corrections to the threshold

**Side loss.** If the wire loses \(g\theta\) per unit length, define \(\gamma=gL^2/(kA)\). The steady equation becomes \(w''+\lambda w-\gamma(w-1)=0\). Since the integral of \(\sin(\pi s)\) is \(2/\pi\), the weighted balance is

\[
2\pi+\frac{2\gamma}{\pi}+(\lambda-\pi^2-\gamma)M=0 .
\]

Positive \(M\) now requires \(\lambda<\pi^2+\gamma\). Conversely, for \(0<\kappa<\pi^2\) with \(\kappa=\lambda-\gamma\), the solution

\[
w=1+\frac{\lambda}{\kappa}\left\{\frac{\cos[\sqrt\kappa\,(s-\tfrac12)]}{\cos(\sqrt\kappa/2)}-1\right\}
\]

is nowhere below 1. Side loss therefore raises the threshold to \(\pi^2+\gamma\).

For radiation linearized about ambient, \(g=4\sigma T_0^3P\), where \(P=500\) nm is the perimeter and \(\sigma\) the Stefan–Boltzmann constant. With an assumed emissivity of 1, the threshold in \(\lambda\) rises by 0.01%. The wire is much thinner than the thermal wavelength, so its effective emissivity can differ from that of a bulk surface and can even exceed 1. The shift would remain negligible at several times the assumed value.

For residual nitrogen at pressure \(p=10^{-3}\) Torr, the molecular flux onto the surface is \(p/\sqrt{2\pi mk_BT_0}\), with \(m\) the molecular mass. Each molecule removes \(3k_B\theta\) if it leaves at the wire temperature: two parts translational and one part rotational energy. The threshold in \(\lambda\) rises by about 0.0003%.

Radiation grows faster than linearly at high temperature and could in principle end the runaway. Equating \(\sigma PT^4\) to the unbalanced heating \((\lambda-\pi^2)kAT/L^2\) at \(1.1I_c\) gives a rough temperature of 6000 K. Solving the full steady balance numerically, with radiation at emissivity 1, and constant \(k\), gives a peak absolute temperature near 7600 K. This balance offers no practical protection to a solid film.

**Thomson heat.** A constant Thomson coefficient \(\mu\) adds \(-I\mu\theta_x\) to the heat balance. With \(a=I\mu L/(kA)\), the steady equation is \(w''-aw'+\lambda w=0\). Setting \(w=e^{as/2}z\) removes the first derivative:

\[
z''+\left(\lambda-\frac{a^2}{4}\right)z=0,
\qquad z(0)=1,\quad z(1)=e^{-a/2}.
\]

The end values are positive, so the weighted-integral argument excludes positive states for \(\lambda\ge\pi^2+a^2/4\). Just below that value, with \(Q=\sqrt{\lambda-a^2/4}<\pi\), the solution \(z=[\sin Q(1-s)+e^{-a/2}\sin Qs]/\sin Q\) is positive. The threshold is therefore \(\lambda=\pi^2+a^2/4\). For an assumed 10 µV/K, evaluated at the unperturbed \(I_c\), the threshold in \(\lambda\) rises by 0.17%, which is 0.08% in the critical current.

**End resistance.** Let each end reach ambient through a thermal resistance \(R_e\), and put \(r=R_ekA/L\). Heat continuity at \(s=1\) gives \(-w'=(w-1)/r\), with the mirrored condition at \(s=0\). Inserting \(w=B\cos[q(s-\frac12)]\),

\[
B=\frac1{\cos(q/2)-rq\sin(q/2)} .
\]

The amplitude diverges at the first positive root \(q_e\) of

\[
q\tan\frac q2=\frac1r .
\]

To exclude positive states beyond this root, use the weight \(f=\cos[q_e(s-\frac12)]\), which satisfies \(f'(1)=-f(1)/r\) and its mirror condition. Two integrations by parts give

\[
\frac{2f(1)}r+(\lambda-q_e^2)\int_0^1fw\,ds=0,
\]

which no positive \(w\) can satisfy for \(\lambda\ge q_e^2\). For small \(r\), \(q_e\simeq\pi/(1+2r)\). An assumed \(R_e=10^6\) K/W gives \(r=0.03\) and lowers the critical current by about 6%.

## Temperature-dependent conductivity

In a metal whose heat is carried by electrons, \(k\) and \(\rho\) are linked by the Wiedemann–Franz law, \(k\rho=\mathcal L T\), where \(T=T_0+\theta\). The Lorenz number \(\mathcal L\) is taken as constant and fixed by the ambient values:

\[
\mathcal L=\frac{k_0\rho_0}{T_0}=2.50\times10^{-8}\ {\rm W\,\Omega/K^2},
\]

where \(k_0\) is the ambient conductivity. This is close to the free-electron value \((\pi^2/3)(k_B/e)^2=2.44\times10^{-8}\) W Ω/K².

Use the electric potential \(\phi\), from \(-V/2\) to \(V/2\), as the coordinate. With current density \(J\), Ohm's law is \(d\phi/dx=-J\rho\). Hence

\[
kT_x=-J\mathcal L T\,T_\phi=-\frac{J\mathcal L}{2}(T^2)_\phi .
\]

Differentiating once more in \(x\) brings another factor \(-J\rho\). The balance \((kT_x)_x+J^2\rho=0\) becomes \((\mathcal L/2)(T^2)_{\phi\phi}=-1\), so

\[
T^2=T_0^2+\frac{V^2/4-\phi^2}{\mathcal L}.
\]

Integrating Ohm's law along the wire, with the magnitude of \(J\), gives

\[
IR_0=\int_{-V/2}^{V/2}\frac{d\phi}{1+\beta(T-T_0)} .
\]

If \(\beta T_0\le1\), the denominator is at least \(\beta T\), which exceeds \(\beta\sqrt{(V^2/4-\phi^2)/\mathcal L}\). The integral of \(1/\sqrt{V^2/4-\phi^2}\) is \(\pi\), and therefore

\[
I<I_c^{\rm WF}=\frac{\pi\sqrt{\mathcal L}}{\beta R_0}.
\]

As \(V\) grows, \(T\) becomes large at every interior point and the integral approaches this bound. By continuity, every smaller current has a steady state; at or above the bound there is none. Since \(k_0\rho_0=\mathcal LT_0\), the ratio to the constant-conductivity result is

\[
\frac{I_c^{\rm WF}}{I_c}=\frac1{\sqrt{\beta T_0}} .
\]

Here \(\beta T_0=0.6\), and the critical current rises by 29% to 0.99 mA. At 0.2 mA, solving the current integral numerically for \(V\) gives a peak rise of 43.5 K instead of 44.8 K. Variable conductivity is thus a small correction to the peak rise at the operating point and a large one to the critical current, where the wire is hot. It also biases the extraction of conductivity: at 0.2 mA, the tangent formula applied to the resistance of this variable-conductivity wire returns 30.7 W/(m K), about 2% above the ambient value.

## Use with real devices

The example describes a metal film released from its substrate. A wire on a membrane or in air has side loss that may be far larger than the values above. Of the effects sized here, variable conductivity moves the critical current most, upward by 29%, and the assumed end resistance moves it downward by about 6%. These shifts were calculated separately and should not be added without solving the combined problem.

The linear resistance law is also doubtful near the threshold, where the model gives temperature rises of thousands of kelvin. A real film may anneal, suffer electromigration or fail before reaching \(I_c\), and the model does not predict which comes first. For a device that satisfies the stated assumptions, the working limit should be set by the permitted peak temperature through the arccosine formula, with \(I_c\) kept as the current at and above which no steady reading can exist when \(k\) is constant. With Wiedemann–Franz conductivity the example still has a steady state at \(I_c\), with a peak rise of about 1700 K, and that role passes to \(I_c^{\rm WF}\). The arccosine formula is not a safe limit if the ends are imperfectly cooled: at two thirds of \(I_c\), the end resistance assumed above raises the peak rise from 500 K to 622 K at constant \(k\), as follows from the amplitude \(B\). Wiedemann–Franz conductivity acts the other way: at the same current the peak rise is 384 K with ideal ends and 456 K with the assumed end resistance. The error of the formula can therefore have either sign, and the combined problem must be solved for a given device.
